# Additive QED-HF energy and cavity correlation of two distant molecules

## Problem

Two neutral closed-shell molecules, $A$ and $B$, are so far apart that their orbitals do not overlap and their Coulomb interaction is negligible. Both feel the same uniform field of one cavity mode of frequency $\omega$. In Hartree atomic units, with fixed nuclei and without the zero-point energy $\omega/2$, which belongs to the mode and not to either molecule,

$$H=H_A+H_B+\omega b^\dagger b-\sqrt{\tfrac{\omega}{2}}\,D\,(b+b^\dagger)+\tfrac12D^2,\qquad D=D_A+D_B .$$

Here $D_A=\boldsymbol\lambda\cdot\mathbf d_A$, $\mathbf d_A$ is the dipole operator of $A$, and $\boldsymbol\lambda$ is the coupling vector of length $\lambda$. For one molecule alone, the other is deleted from $H$. QED-HF minimizes the energy over products of one Slater determinant and one photon state.

(a) Prove that the two monomer QED-HF solutions together form a stationary solution for the pair, with additive energy. What happens if the photon state is held in the vacuum of $b$?

(b) The exact energy need not be additive. Find the lowest-order nonadditive term in $\lambda$, using the exact cavity-free eigenstates of each molecule.

(c) Examine slow and fast modes.

(d) Take two parallel LiH molecules, side by side, with bond length 3 bohr in the STO-3G basis, $\omega=0.1$ hartree, and $\boldsymbol\lambda$ along the bonds with $\lambda=0.05$. In full configuration interaction (full CI), the excitation with the largest transition dipole along the bond has an energy of 0.13359 hartree and a transition dipole of 0.7293 a.u. Find its contribution to the term in (b), and compare it with the sum over all states.

## Solution

### (a) The mean-field energy

For a fixed determinant $\Phi$, write $\bar D=\langle D\rangle$ and $z=\bar D/\sqrt{2\omega}$. The photon then sees

$$\omega b^\dagger b-\sqrt{\tfrac{\omega}{2}}\bar D(b+b^\dagger)=\omega(b^\dagger-z)(b-z)-\tfrac12\bar D^2,$$

because $\omega z=\sqrt{\omega/2}\,\bar D$ and $\omega z^2=\bar D^2/2$. The first term on the right is never negative, and it vanishes for the coherent state $b|z\rangle=z|z\rangle$. This is therefore the best photon state, and

$$E[\Phi]=\langle H_A+H_B\rangle+\tfrac12\langle D^2\rangle-\tfrac12\bar D^2
=\langle H_A+H_B\rangle+\tfrac12\operatorname{Var}D .$$

Let $i,j$ be occupied and $r$ empty spin orbitals. A one-electron operator acting on a determinant leaves it unchanged or excites one electron:

$$D|\Phi\rangle=\bar D|\Phi\rangle+\sum_{ir}D_{ri}|\Phi_i^r\rangle,\qquad
\operatorname{Var}D=\sum_{ir}|D_{ri}|^2 .$$

Choose orbitals localized on $A$ or $B$. If $i$ and $r$ lie on different molecules, $D_{ri}=0$, since the orbitals do not overlap. The sum splits, so $\operatorname{Var}D=\operatorname{Var}D_A+\operatorname{Var}D_B$. The electronic energy also splits, because the direct Coulomb interaction of distant neutral molecules is negligible and exchange between them needs overlap. Hence $E_{AB}=E_A+E_B$ for localized determinants.

It remains to show stationarity. Let $\mathcal P$ project on the occupied orbitals. Then $\operatorname{Var}D=\operatorname{Tr}(\mathcal PD^2)-\operatorname{Tr}(\mathcal PD\mathcal PD)$, where $D$ now denotes the one-electron matrix. Differentiating half of this with respect to $\mathcal P$ gives the cavity part of the Fock matrix,

$$F^{\rm cav}_{ri}=\tfrac12(D^2)_{ri}-\sum_jD_{rj}D_{ji}.$$

If $r$ and $i$ are on different molecules, each product must cross from one molecule to the other through a local matrix $D$, so it vanishes. The usual Fock terms vanish for lack of overlap. If $r$ and $i$ are on the same molecule, what remains is that molecule's own QED-HF condition, which holds. The combined determinant is stationary. This does not prove that it is the lowest of all determinants.

Additive variances are not sufficient by themselves. In the undisplaced vacuum the linear photon term averages to zero, leaving

$$\tfrac12\langle D^2\rangle=\tfrac12\operatorname{Var}D_A+\tfrac12\operatorname{Var}D_B+\tfrac12(\bar D_A+\bar D_B)^2 .$$

The last square contains the nonadditive term $\bar D_A\bar D_B$. The displacement removes it.

### (b) The lowest nonadditive correlation term

Correlation energy means exact energy minus QED-HF energy. Since the latter is additive, $E_{AB}-E_A-E_B$, taken with exact energies, is wholly correlation.

Now let $\bar D$ be the mean in the exact cavity-free ground state, and set $\Delta=D-\bar D=\Delta_A+\Delta_B$. Replacing $b$ by $b+\bar D/\sqrt{2\omega}$, a unitary change, adds $\sqrt{\omega/2}\,\bar D(b+b^\dagger)+\tfrac12\bar D^2-\bar DD$ to $H$. Thus

$$H=H_A+H_B+\omega b^\dagger b+G+X+Y,$$

$$G=-\sqrt{\tfrac{\omega}{2}}(\Delta_A+\Delta_B)(b+b^\dagger),\quad
X=\Delta_A\Delta_B,\quad Y=\tfrac12(\Delta_A^2+\Delta_B^2).$$

$G$ is of order $\lambda$; $X$ and $Y$ are of order $\lambda^2$. Let $a$ and $c$ be excitation energies of $A$ and $B$, with real transition elements $p=\langle n|\Delta_A|0\rangle$ and $q=\langle m|\Delta_B|0\rangle$. By construction $\langle0|\Delta_A|0\rangle=\langle0|\Delta_B|0\rangle=0$.

**Order $\lambda^2$.** Completeness gives $\langle\tfrac12\Delta_A^2\rangle=\tfrac12\sum p^2$. Two actions of $G$ must excite and de-excite the same molecule, so

$$E_A^{(2)}=\tfrac12\sum_np^2-\frac{\omega}{2}\sum_n\frac{p^2}{a+\omega}
=\tfrac12\sum_n\frac{p^2a}{a+\omega}.$$

$B$ gives the same form and $\langle X\rangle=0$. This order is additive.

**Order $\lambda^3$** has an odd number of photon steps and vanishes.

**Order $\lambda^4$.** Four factors $\Delta$ act. If all act on one molecule, they give its own energy. If three act on one and one on the other, the single factor must take a ground state to itself, which gives zero. Two on each remain.

$Y$ does not contribute to these. If $\tfrac12\Delta_A^2$ acts between two photon steps of $B$, it must leave $A$ in its ground state, and its mean is subtracted by the first-order energy in third-order perturbation theory. If it acts first or last, it would have to excite $A$ with nothing left to undo the excitation.

Write $S=a+c$, $P=(a+\omega)(c+\omega)$ and $T=S+2\omega$, so that

$$\frac1{a+\omega}+\frac1{c+\omega}=\frac TP .$$

With positive excitation energies in the denominators, second-, third- and fourth-order paths carry signs $-,+,-$. The coefficients of $p^2q^2$ are as follows.

1. *$X$ twice.* Both molecules are excited and then de-excited: $C_2=-1/S$.

2. *$X$ once, $G$ twice.* The two $G$ give $\omega/2$. If $X$ acts first, the energies are $S$, then $a+\omega$ or $c+\omega$; $X$ last gives the same. If $X$ acts between, it moves the excitation from one molecule to the other, in two possible directions. Hence
$$C_3=\frac{\omega}{2}\left[\frac{2T}{SP}+\frac2P\right]=\omega\left[\frac{T}{SP}+\frac1P\right].$$

3. *$G$ four times.* The prefactor is $\omega^2/4$. When both molecules are excited midway, there are zero photons (photon factor 1, energy $S$) or two (factor $\sqrt2\sqrt2=2$, energy $T$). The first and third states each contribute $T/P$. When one molecule finishes before the other starts, the middle state has two photons and energy $2\omega$, with factor 2 and two orders; zero photons would be the excluded ground state. Finally, the renormalization term $-E_G\sum_k|G_{k0}|^2/e_k^2$, with $e_k$ the excitation energy of state $k$ and $E_G=-\sum_k|G_{k0}|^2/e_k$ the second-order energy from $G$ alone (the mean of $Y$ has already cancelled above), has the cross part $(\omega^2/4)T/P^2$. Thus
$$C_4=-\frac{\omega^2}{4}\left(\frac1S+\frac2T\right)\frac{T^2}{P^2}-\frac{\omega}{2P}+\frac{\omega^2T}{4P^2}
=-\frac{\omega^2}{4P^2}\left(\frac{T^2}{S}+T\right)-\frac{\omega}{2P}.$$

Over the common denominator $4SP^2$, the numerator of $C_2+C_3+C_4$ is

$$-4P^2+4\omega TP+2\omega SP-\omega^2T^2-\omega^2ST
=-(2P-\omega T)(2P-\omega T-\omega S).$$

Since $P=ac+\omega S+\omega^2$, the brackets are $2ac+\omega S$ and $2ac$. Therefore

$$\boxed{E^{(4)}_{\rm nonadd}=-\sum_{nm}p^2q^2\,
\frac{ac\,[2ac+\omega(a+c)]}{2(a+c)(a+\omega)^2(c+\omega)^2}}$$

Every term is negative or zero. The result does not depend on distance while both molecules feel the same field. It has no denominator that vanishes at $\omega=a$, because the ground state is coupled to states with an excitation and a photon, at energy $a+\omega$. The expansion needs a nondegenerate ground state and couplings small compared with the energy denominators.

### (c) Slow and fast modes

At fixed $\lambda$, the fraction tends to $-1/(a+c)$ as $\omega\to0$. This is $C_2$: the photon steps drop out and the self-energy acts alone. For $\omega\gg a,c$ it tends to $-ac/(2\omega^3)$: a fast photon follows the dipoles and cancels the self-energy. At $a=c=\omega$ it is $-1/(16\omega)$, one eighth of $C_2=-1/(2\omega)$. Keeping the self-energy alone would thus be wrong at the same order in $\lambda$.

### (d) Two LiH molecules

**Mean field.** Solving the QED-HF equations self-consistently, with $D^2$ formed inside the basis, gives one molecule an energy of $-7.860503$ hartree, a dipole of size $\mu=1.9207$ a.u. and a variance of 1.3810 a.u. along the bond. These are minimal-basis values. For the cavity-free HF determinant the STO-3G variance is 1.41 with $D^2$ formed inside the basis and 3.44 with exact $z^2$ integrals; in aug-cc-pVDZ and cc-pVTZ it is 3.2 to 3.5, and the dipole rises to about 2.35 a.u. At a separation $R=1000$ bohr the pair has variance 2.7620 a.u., twice the monomer value. Its energy exceeds two monomer energies by $3.69\times10^{-9}$ hartree. This is the residual Coulomb energy of parallel side-by-side dipoles, $\mu^2/R^3=1.9207^2/10^9$ hartree. With the same determinants but the undisplaced vacuum, the cross term would be $\lambda^2\mu^2=0.0025\times3.689=0.00922$ hartree.

**Excitation with the largest transition dipole along the bond.** For $a=c$ the fraction in the box reduces to $-a^2/[2(a+\omega)^3]$, so

$$-\frac{0.13359^2}{2(0.23359)^3}=-0.700,\qquad
p^2q^2=(0.05\times0.7293)^4=1.768\times10^{-6},$$

and the contribution is $-1.24\times10^{-6}$ hartree.

**All states.** The full-CI ground state is linked through the dipole component along the bond, directly or in steps, to 30 excited states. Summed over them, the three classes give

$$-2.4423+2.6125-0.9818=-0.8116$$

in units of $\lambda^4$. Multiplication by $0.05^4=6.25\times10^{-6}$ gives $-5.07\times10^{-6}$ hartree, or $-138\ \mu$eV. The excitation at 0.13359 hartree, taken on both molecules, supplies about 24% of this, so a model with one excited state per molecule would miss most of it. The coefficient is far from converged in the basis: with the Li $1s$ core frozen it is $-0.77$ in STO-3G, $-4.4$ in cc-pVDZ, $-5.3$ in aug-cc-pVDZ and $-5.2$ in cc-pVTZ, six to seven times the minimal-basis value, and in the last two bases the largest share of a single excitation falls to about 12%.

Diagonalizing the two-molecule Hamiltonian in these states, with up to five photons and no intermolecular Coulomb terms, gives $-4.86\times10^{-6}$ hartree. This is 4% smaller in size than the $\lambda^4$ value. The same diagonalization at $\lambda=0.01$ and $0.02$, extrapolated to zero coupling, gives the coefficient $-0.8116$, so the 4% comes from higher orders in $\lambda$. In the state at $\lambda=0.05$ the covariance of the two dipoles is $-0.0053$ a.u.; it would be zero in a product state.

**Range of validity.** If $\lambda$ is held at 0.05, the cavity term at 1000 bohr is over a thousand times the residual dipole energy, and at 100 bohr, where $\mu^2/R^3=3.69\times10^{-6}$ hartree, the two are comparable. But $\lambda$ is tied to the mode volume, $\lambda=\sqrt{4\pi/V}$ for a mode in vacuum, and $\lambda=0.05$ means $V\approx5000$ bohr$^3$ (0.75 nm$^3$, a cube of edge 17 bohr). Large $R$ at this coupling is therefore a device for isolating the term, not a realistic geometry. For $V=R^3$ the cavity term falls as $R^{-6}$: it is $-1.3\times10^{-10}$ hartree at 100 bohr and $-1.3\times10^{-16}$ hartree at 1000 bohr, far below the dipole energy. The free-space wavelength at $\omega$ is about 8610 bohr, so 1000 bohr is not a negligible fraction of it, and the molecules must sit at points of equal field. The minimal basis, the single mode and the fixed nuclei make these numbers an illustration, not a prediction for an experiment.

All numerical values are calculated from the stated model.
